# The Bohm speed with Boltzmann electrons and negative ions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from electrons alone to two negative species

### What goes wrong without the result

The flux of positive ions to a surface is the ion density at the sheath edge times the speed with which the ions cross that edge. In a plasma whose negative charge is carried by electrons alone, this speed is $\sqrt{T_e/M}$, with $T_e$ the electron temperature in energy units and $M$ the ion mass. Suppose the same expression is used when negative ions are present at the edge.

Take $T_e=3$ eV, a negative-ion temperature of 0.15 eV, an ion mass of 40 u, and two negative ions for each electron at the edge. The electron formula gives 26.90 angstrom/ps. The speed derived below is 7.277 angstrom/ps. At the same edge density, and for cold positive ions, the electron formula therefore overestimates the flux by a factor $26.90/7.277=3.70$. (The last section shows that a positive-ion temperature of 0.03 eV already lowers this factor to about 3.1.) It also makes the directed ion energy at the edge too large, by the square of this factor, about 13.7. Two negative ions per electron are enough to make the electron temperature a poor guide to the ion speed.

### Conventions

The sheath is planar and steady, and $x$ increases towards the wall. Atomic units are used in the algebra, so the elementary charge is 1 and Poisson's equation carries the factor $4\pi$. Temperatures are energies. All ions are singly charged.

The electrostatic potential $\phi$ falls towards the wall. I use the positive quantity $\psi=-\phi$, with $\psi=0$ at the sheath edge. An electron or a negative ion then has potential energy $+\psi$ and is repelled by the wall; a positive ion has potential energy $-\psi$ and is accelerated. With $\rho$ the charge density, Poisson's equation $\phi''=-4\pi\rho$ becomes

$$\psi''=4\pi\rho .$$

Positive space charge bends $\psi$ upwards, as a sheath needs.

### The simple case: electrons only

The electrons are isothermal, and their flux to the wall is small enough for pressure and electric force to balance:

$$T_e\frac{dn_e}{dx}=-n_e\frac{d\psi}{dx}.$$

Dividing by $n_eT_e$ and integrating from the edge, where the density is $n_{es}$, gives the Boltzmann law

$$n_e=n_{es}e^{-\psi/T_e}.$$

The positive ions are cold: at each position they share one velocity $v$. They enter the sheath with velocity $u$ and meet neither collisions nor sources inside it. Energy conservation reads

$$\frac{Mv^2}{2}-\psi=\frac{Mu^2}{2},\qquad v=u\left(1+\frac{2\psi}{Mu^2}\right)^{1/2}.$$

Their flux is constant, $n_+v=n_{es}u$, because the edge is quasi-neutral and the ion density there equals $n_{es}$. Hence

$$n_+=n_{es}\left(1+\frac{2\psi}{Mu^2}\right)^{-1/2}.$$

Both densities fall towards the wall: electrons because they are repelled, ions because they speed up. A sheath requires the electrons to fall faster. For small $\psi$,

$$n_+\simeq n_{es}\left(1-\frac{\psi}{Mu^2}\right),\qquad n_e\simeq n_{es}\left(1-\frac{\psi}{T_e}\right),$$

and Poisson's equation becomes

$$\psi''=\kappa^2\psi,\qquad \kappa^2=4\pi n_{es}\left(\frac1{T_e}-\frac1{Mu^2}\right).$$

On the plasma side both $\psi$ and $\psi'$ must tend to zero. Multiplying by $\psi'$ and integrating from there gives $(\psi')^2=\kappa^2\psi^2$. A real, non-zero field is impossible if $\kappa^2<0$; the equation then has oscillating solutions, which do not join smoothly to a field-free plasma. So $\kappa^2\ge0$, or

$$Mu^2\ge T_e .$$

Fast ions provide a check on the signs. As $u\to\infty$ the ion density no longer responds to $\psi$, and $\kappa^2\to4\pi n_{es}/T_e$. This is the inverse square of the electron Debye length

$$\lambda_e=\left(\frac{T_e}{4\pi n_{es}}\right)^{1/2},$$

as it should be for screening by electrons in a fixed positive background. Slower ions weaken the screening because they thin out in the same direction as the electrons.

### Adding the negative ions

Let the negative ions be isothermal at temperature $T_-$ and let them also satisfy a balance of pressure and electric force. This requires their net flow, inertia and friction to be negligible in the momentum balance. The argument used for electrons then gives a second Boltzmann law. Define

$$\alpha=\left.\frac{n_-}{n_e}\right|_{\rm edge},\qquad \gamma=\frac{T_e}{T_-}\ge1 .$$

Here $\alpha$ is the edge electronegativity. The restriction $\gamma\ge1$ says that the negative ions are no hotter than the electrons. The negative-ion density is

$$n_-=\alpha n_{es}e^{-\psi/T_-}=\alpha n_{es}e^{-\gamma\psi/T_e}.$$

Quasi-neutrality at the edge now sets the positive-ion density there to $n_{es}+\alpha n_{es}=(1+\alpha)n_{es}$. The ion motion is unchanged, so

$$n_+=(1+\alpha)n_{es}\left(1+\frac{2\psi}{Mu^2}\right)^{-1/2}.$$

The charge density is $\rho=n_+-n_e-n_-$. To first order in $\psi$ its three parts are

$$n_+\simeq n_{es}\left[(1+\alpha)-(1+\alpha)\frac{\psi}{Mu^2}\right],$$

$$-n_e\simeq n_{es}\left[-1+\frac{\psi}{T_e}\right],\qquad
-n_-\simeq n_{es}\left[-\alpha+\frac{\gamma\alpha\psi}{T_e}\right].$$

The constants cancel, as quasi-neutrality demands. The terms proportional to $\psi$ give

$$\psi''=\kappa^2\psi,\qquad
\kappa^2=4\pi n_{es}\left[\frac{1+\gamma\alpha}{T_e}-\frac{1+\alpha}{Mu^2}\right].$$

The condition $\kappa^2\ge0$ is

$$\frac{1+\alpha}{Mu^2}\le\frac{1+\gamma\alpha}{T_e}.$$

Both sides are positive, so they may be inverted with the inequality reversed. After multiplication by $1+\alpha$,

$$Mu^2\ge T_e\frac{1+\alpha}{1+\gamma\alpha}.$$

The least speed permitted by the linearized sheath is the Bohm speed

$$\boxed{u_B=\left[\frac{T_e}{M}\,\frac{1+\alpha}{1+\gamma\alpha}\right]^{1/2}.}$$

### Meaning and limits

Divide the numerator and denominator of the result by $1+\alpha$ and invert:

$$\frac1{Mu_B^2}=\frac{1}{1+\alpha}\,\frac1{T_e}+\frac{\alpha}{1+\alpha}\,\frac1{T_-}.$$

The factors $1/(1+\alpha)$ and $\alpha/(1+\alpha)$ are the electron and negative-ion fractions of the negative charge. Inverse temperatures are averaged, because an inverse temperature measures how strongly a Boltzmann density responds to a potential. Each particle has the same weight in this average, but one of the colder species contributes more because its inverse temperature is larger.

Four limits test the expression.

- For $\alpha\to0$, $Mu_B^2\to T_e$, the electron result.
- For $\alpha\to\infty$ at fixed $\gamma$, $Mu_B^2\to T_e/\gamma=T_-$. The electrons have become a trace species.
- For $\gamma=1$, the fraction is 1 for every $\alpha$. Two negative species with the same temperature respond alike, so their proportions do not matter.
- For $\alpha\ll1\ll\gamma\alpha$, $Mu_B^2\simeq T_e/(\gamma\alpha)=T_-/\alpha$. A minority of cold negative ions can dominate the density response. This limit checks the algebra only: the second half shows that such an $\alpha$ lies in a range where no sheath of this model can start at $u_B$.

The dependence on $\alpha$ is monotone. By the quotient rule,

$$\frac{d}{d\alpha}\frac{1+\alpha}{1+\gamma\alpha}
=\frac{(1+\gamma\alpha)-\gamma(1+\alpha)}{(1+\gamma\alpha)^2}
=\frac{1-\gamma}{(1+\gamma\alpha)^2}\le0 .$$

Adding cold negative ions at the edge lowers the Bohm speed.

### A worked case

Use the parameters of the opening and an edge electron density of $10^{-14}$ angstrom$^{-3}$. These are round model values. The temperature ratio is $\gamma=3/0.15=20$, and $\alpha=2$. Therefore

$$\frac{Mu_B^2}{T_e}=\frac{1+2}{1+20\times2}=\frac3{41}=0.07317 .$$

Multiplication by 3 eV gives $Mu_B^2=0.2195$ eV, so the directed kinetic energy of an ion at the edge is half of this, 0.1098 eV. The speed is the electron-only value times $\sqrt{0.07317}=0.2705$:

$$u_B=26.901\times0.2705=7.277\ \text{angstrom/ps},$$

or 727.7 m/s. The positive-ion density at the edge is $3\times10^{-14}$ angstrom$^{-3}$, and the flux is

$$3\times10^{-14}\times7.277=2.183\times10^{-13}\ \text{angstrom}^{-2}\,\text{ps}^{-1}.$$

The factor $1+\gamma\alpha=41$ also shortens the static screening length. The electron Debye length is $1.288\times10^6$ angstrom; with both negative species responding it becomes $1.288\times10^6/\sqrt{41}=2.011\times10^5$ angstrom.

### The two sides of the threshold

Write $\kappa^2$ in terms of $u_B$. From the definition, $(1+\alpha)/M=u_B^2(1+\gamma\alpha)/T_e$. Substitution gives

$$\kappa^2=\frac{1+\gamma\alpha}{\lambda_e^2}\left(1-\frac{u_B^2}{u^2}\right).$$

The sign changes at $u=u_B$. Start Poisson's equation with a small $\psi_0$ and zero slope. Below threshold the linear solution is $\psi_0\cos(|\kappa|x)$, which first vanishes at $x=\pi/(2|\kappa|)$. Above threshold it is $\psi_0\cosh(\kappa x)$, which doubles at $x=\operatorname{arccosh}(2)/\kappa$.

The full nonlinear equation was integrated for the worked case. At $u=0.9u_B$ the first zero came at $6.522\times10^5$ angstrom, and at $u=1.1u_B$ the doubling came at $6.357\times10^5$ angstrom. Both agree with the linear formulas to better than one part in a thousand, the tolerance of the test. The threshold was also found from finite differences of the charge density for five pairs $(\alpha,\gamma)$, including $\alpha=0$ and $\gamma=1$.

### Why the ions arrive at the threshold speed

The sheath has supplied a lower bound. An upper bound comes from the presheath, the wide quasi-neutral region in which ions are produced and accelerated. Let $n=n_e+n_-$ be the total negative density; quasi-neutrality makes it the positive-ion density too. Let $S\ge0$ be the rate per volume at which positive ions are born at rest, and let $\nu\ge0$ be their friction frequency, with at least one of the two non-zero. Volume losses of positive ions are left out. Ions born at different places have different speeds; this spread is neglected here, so $u$ is the mean velocity and the momentum flux is $Mnu^2$. This is a real approximation: the drops and edge values obtained below, and the equality of the mean speed with $u_B$, belong to this single-velocity model.

Continuity and the momentum balance are

$$(nu)'=S,\qquad (Mnu^2)'=n\psi'-M\nu nu .$$

Expand the left side of the second equation and use the first:

$$(Mnu^2)'=Mu(nu)'+Mnuu'=MuS+Mnuu' .$$

Division by $n$ gives

$$Muu'=\psi'-Mu\left(\frac Sn+\nu\right).$$

New ions are born at rest and have to be brought up to speed, so the source acts as a drag.

Because $n$ depends on position through $\psi$, define a local speed $c$ by

$$Mc^2=\frac{n}{|dn/d\psi|},\qquad\text{so that}\qquad \frac{n'}n=-\frac{\psi'}{Mc^2}.$$

Continuity, $nu'+un'=S$, becomes $u'=S/n+u\psi'/(Mc^2)$. Insert this in the momentum equation:

$$\frac{MuS}{n}+\frac{u^2}{c^2}\psi'=\psi'-Mu\left(\frac Sn+\nu\right).$$

Collecting the terms in $\psi'$,

$$\psi'\left(1-\frac{u^2}{c^2}\right)=Mu\left(\frac{2S}{n}+\nu\right).$$

The right side is positive for moving ions. Ions starting from rest have $u<c$, and the field diverges when $u$ reaches $c$. Quasi-neutrality cannot survive a diverging field, so the presheath ends there.

It remains to identify $c$. The Boltzmann laws give

$$\left|\frac{dn}{d\psi}\right|=\frac{n_e}{T_e}+\frac{n_-}{T_-}=\frac{n_e}{T_e}(1+\gamma\alpha),\qquad n=n_e(1+\alpha),$$

with $\alpha$ taken at the same place. Hence $Mc^2=T_e(1+\alpha)/(1+\gamma\alpha)$, and $c=u_B$ at the local electronegativity. The presheath delivers ions up to $u_B$, and the sheath accepts them from $u_B$ upwards. When the Debye length is much smaller than the presheath, the two regions can join at $u=u_B$, provided the edge electronegativity also passes the tests of the second half: a sheath must be able to start there and to continue to the wall potential. When the lengths are comparable, the edge is not sharp and the equality loses its precise meaning.

## Second half: which electronegativities can exist at an edge

### Symbols and results carried over

Minus the potential is $\psi$, zero at the sheath edge and increasing towards the wall. The electron and negative-ion temperatures are $T_e$ and $T_-$, with $\gamma=T_e/T_-\ge1$; $\alpha=n_-/n_e$ is the edge electronegativity, $n_{es}$ the edge electron density, and $n=n_e+n_-$. Cold positive ions of mass $M$ enter at speed $u$. The first half gave

$$Mu_B^2=T_e\frac{1+\alpha}{1+\gamma\alpha}=\frac{n}{|dn/d\psi|},$$

and Poisson's equation $\psi''=4\pi(n_+-n)$. At $u=u_B$ the charge density has no term linear in $\psi$. The sign of the next term decides whether a sheath can start.

### Electrons only, to second order

For $\alpha=0$ and $Mu^2=T_e$, put $\eta=\psi/T_e$. The expansions are

$$\frac{n_+}{n_{es}}=(1+2\eta)^{-1/2}\simeq1-\eta+\frac32\eta^2,\qquad
\frac{n_e}{n_{es}}\simeq1-\eta+\frac12\eta^2 .$$

Their difference is $+\eta^2$. The space charge is positive, and entry at the Bohm speed starts a sheath. Poisson's equation has the form $\psi''=a\psi^2$ with $a>0$. One solution is $\psi=6/[a(x_0-x)^2]$, since both sides then equal $36/[a(x_0-x)^4]$. It rises towards the wall and dies away algebraically into the plasma. On the Debye scale the edge is thus infinitely far away, which is why it belongs to the limit of a thin sheath.

This part has derived the Bohm speed with negative ions present, and has shown that with electrons alone a sheath can start at that speed. It remains to find which edge electronegativities let a sheath start at $u_B$ and continue to the wall, which edge values a presheath delivers, and how warm positive ions change the speed condition.

Numerical values quoted here were computed with a short program.
